\section*{Static hyperpolarizabilities from sums over states, and their cancellation for an oscillator}

\section{Definitions and conventions}

A system with Hamiltonian $H_0$ is placed in a uniform static field $F$ along a fixed axis. With $\mu$ the dipole operator along that axis,
\begin{equation}
H=H_0-\mu F .
\end{equation}
The nuclei, if there are any, are held fixed. The eigenstates of $H_0$ are $|n\rangle$ with energies $E_n$. The ground state $|0\rangle$ is nondegenerate and separated from the rest of the spectrum by a gap. The polarizability $\alpha$ and the hyperpolarizabilities $\beta$ and $\gamma$ are defined by the Taylor coefficients of the ground-state energy,
\begin{equation}
E(F)=E_0-\mu_{00}F-\frac{\alpha}{2}F^2-\frac{\beta}{6}F^3-\frac{\gamma}{24}F^4+O(F^5).
\label{taylor}
\end{equation}
A convention without the factorials would change the prefactors below.

Write $\Delta_n=E_n-E_0$ and $\mu_{nm}=\langle n|\mu|m\rangle$. A prime on a sum excludes the ground state from every summation index; a continuum contributes an integral. The fluctuation dipole is
\begin{equation}
\bar\mu=\mu-\mu_{00}.
\end{equation}
It has $\bar\mu_{00}=0$, and it differs from $\mu$ in diagonal elements only. Four sums are needed:
\begin{align}
S_1&={\sum_n}'\frac{|\mu_{0n}|^2}{\Delta_n}, &
S_2&={\sum_n}'\frac{|\mu_{0n}|^2}{\Delta_n^2},\\
B&={\sum_{nm}}'\frac{\mu_{0n}\bar\mu_{nm}\mu_{m0}}{\Delta_n\Delta_m}, &
C&={\sum_{nmk}}'\frac{\mu_{0n}\bar\mu_{nm}\bar\mu_{mk}\mu_{k0}}{\Delta_n\Delta_m\Delta_k}.
\end{align}
The result to be derived, provided these sums converge, is
\begin{equation}
\alpha=2S_1,\qquad \beta=6B,\qquad \gamma=24\,(C-S_1S_2).
\label{result}
\end{equation}
I call $24C$ the chain term and $24S_1S_2$ the norm term. For an electron in a harmonic well the two are equal, so that $\gamma=0$.

Both derivations start from the same form of the Schr\"odinger equation. Define $W$ as the energy shift without its linear part,
\begin{equation}
W=E-E_0+\mu_{00}F .
\end{equation}
Then $(H_0-\mu F)\psi=E\psi$ becomes
\begin{equation}
(H_0-E_0)\psi=(\mu F+E-E_0)\psi=(F\bar\mu+W)\psi .
\label{start}
\end{equation}
The mean dipole has been absorbed, and this is how $\bar\mu$ enters. I normalize by $\langle 0|\psi\rangle=1$, which is possible at weak field because $\psi\to|0\rangle$ as $F\to0$. Since $\langle0|(H_0-E_0)=0$, projecting (\ref{start}) on $\langle0|$ gives
\begin{equation}
W=-F\langle0|\bar\mu|\psi\rangle .
\label{proj}
\end{equation}
Because $\bar\mu_{00}=0$, $W$ begins at order $F^2$.

\section{First derivation: expanding the state}

\subsection{The general formulas}

Expand
\begin{equation}
\psi=|0\rangle+F\phi_1+F^2\phi_2+F^3\phi_3+\dots,\qquad
W=W_2F^2+W_3F^3+W_4F^4+\dots,
\end{equation}
with $\langle0|\phi_j\rangle=0$ from the normalization. Equating powers of $F$ in (\ref{start}) gives
\begin{align}
(H_0-E_0)\phi_1&=\bar\mu|0\rangle, \label{o1}\\
(H_0-E_0)\phi_2&=\bar\mu\phi_1+W_2|0\rangle, \label{o2}\\
(H_0-E_0)\phi_3&=\bar\mu\phi_2+W_2\phi_1+W_3|0\rangle, \label{o3}
\end{align}
and (\ref{proj}) gives $W_{j+1}=-\langle0|\bar\mu|\phi_j\rangle$.

Projecting (\ref{o1}) and (\ref{o2}) on an excited state and dividing by its excitation energy yields
\begin{equation}
\phi_1={\sum_n}'|n\rangle\frac{\mu_{n0}}{\Delta_n},\qquad
\phi_2={\sum_m}'|m\rangle\frac{\langle m|\bar\mu|\phi_1\rangle}{\Delta_m}.
\label{phis}
\end{equation}
Hence $W_2=-\langle0|\bar\mu|\phi_1\rangle=-S_1$ and $\langle\phi_1|\phi_1\rangle=S_2$.

For the higher energies, the adjoint of (\ref{o1}), $\langle0|\bar\mu=\langle\phi_1|(H_0-E_0)$, moves the work onto lower-order states. At third order, with (\ref{o2}) and $\langle\phi_1|0\rangle=0$,
\begin{equation}
W_3=-\langle\phi_1|(H_0-E_0)|\phi_2\rangle=-\langle\phi_1|\bar\mu|\phi_1\rangle=-B .
\end{equation}
At fourth order, with (\ref{o3}) and then (\ref{phis}),
\begin{equation}
W_4=-\langle\phi_1|(H_0-E_0)|\phi_3\rangle
=-\langle\phi_1|\bar\mu|\phi_2\rangle-W_2\langle\phi_1|\phi_1\rangle
=-C+S_1S_2 .
\end{equation}
Comparison with (\ref{taylor}), where $W_2=-\alpha/2$, $W_3=-\beta/6$ and $W_4=-\gamma/24$, gives (\ref{result}).

The fluctuation dipole cannot be replaced by $\mu$ here. Since $\mu_{nm}=\bar\mu_{nm}+\mu_{00}\delta_{nm}$, bare dipoles in the middle of $B$ would give
\begin{equation}
\beta_{\rm bare}=\beta+6\mu_{00}S_2 .
\label{bare}
\end{equation}
For a charged system a change of origin adds a constant to $\mu$. This changes $\mu_{00}$, and with it $\beta_{\rm bare}$, but leaves $\bar\mu$, $\beta$ and $\gamma$ unchanged.

\subsection{The oscillator, by matrix elements}

Take an electron of charge $-e$, with $e>0$, in a harmonic well:
\begin{equation}
H_0=\frac{p^2}{2m}+\frac{m\omega^2x^2}{2},\qquad \mu=-ex,\qquad \Delta_n=n\hbar\omega .
\end{equation}
With $x=\sqrt{\hbar/(2m\omega)}\,(a+a^\dagger)$ and $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$, the position connects neighbouring levels only, and
\begin{equation}
x_{01}^2=\frac{\hbar}{2m\omega},\qquad x_{12}^2=2x_{01}^2,\qquad x_{nn}=0 .
\end{equation}
Thus $\mu_{00}=0$ and $\bar\mu=\mu$. In $B$ both $n$ and $m$ must be 1, and $\mu_{11}=0$, so $\beta=0$. In $C$ the outer indices $n$ and $k$ must be 1. The middle index could be 0 or 2, but 0 is excluded. One path remains, $0\to1\to2\to1\to0$:
\begin{equation}
24C=24\,\frac{e^4x_{01}^2x_{12}^2}{(\hbar\omega)(2\hbar\omega)(\hbar\omega)}
=24\,\frac{e^4x_{01}^4}{(\hbar\omega)^3}.
\end{equation}
The 2 in $x_{12}^2$ has cancelled the 2 in $\Delta_2$. The norm term is
\begin{equation}
24S_1S_2=24\,\frac{e^2x_{01}^2}{\hbar\omega}\,\frac{e^2x_{01}^2}{(\hbar\omega)^2}
=24\,\frac{e^4x_{01}^4}{(\hbar\omega)^3}.
\end{equation}
The terms are equal and $\gamma=0$. Inserting $x_{01}^4=\hbar^2/(4m^2\omega^2)$, each is
\begin{equation}
24C=24S_1S_2=\frac{6e^4}{\hbar m^2\omega^5}.
\label{each}
\end{equation}
At fixed $\omega$ each term grows as $1/\hbar$, while their difference stays zero.

If the sums are cut off after state 1, the chain term vanishes and $\gamma$ takes the false value $-6e^4/(\hbar m^2\omega^5)$. This is the correct answer to a different problem, the two-level system. There the induced dipole cannot exceed $|\mu_{01}|$, so the response saturates. The oscillator has no such limit, and state 2 supplies the difference.

\section{Second derivation: eliminating the excited states}

\subsection{The general formulas}

Write $\psi=|0\rangle+\chi$ with $\chi$ in the space of excited states, and let $Q$ project on that space. Define
\begin{equation}
D=Q(H_0-E_0)Q,\qquad M=Q\bar\mu Q,\qquad |g\rangle=Q\mu|0\rangle={\sum_n}'|n\rangle\mu_{n0}.
\end{equation}
The $Q$ part of (\ref{start}) is $D\chi=F|g\rangle+FM\chi+W\chi$, and (\ref{proj}) reads $W=-F\langle g|\chi\rangle$. Solving the first for $\chi$ and inserting it in the second gives one closed equation for the energy:
\begin{equation}
W=-F^2\langle g|(D-FM-W)^{-1}|g\rangle .
\label{closed}
\end{equation}
No power series has been used so far. The unknown $W$ also stands in the denominator.

Now expand the inverse. With $A=FM+W$,
\begin{equation}
(D-A)^{-1}=D^{-1}+D^{-1}AD^{-1}+D^{-1}AD^{-1}AD^{-1}+\dots,
\end{equation}
as multiplication by $D-A$ confirms term by term. To leading order (\ref{closed}) gives $W=-F^2\langle g|D^{-1}|g\rangle=-S_1F^2$. Through order $F^2$ the inverse is therefore
\begin{equation}
D^{-1}+FD^{-1}MD^{-1}+F^2D^{-1}MD^{-1}MD^{-1}-S_1F^2D^{-2}.
\end{equation}
Taking the expectation value in $|g\rangle$, where $D$ is diagonal with entries $\Delta_n$, gives
\begin{equation}
W=-F^2\left[S_1+FB+F^2(C-S_1S_2)\right]+O(F^5),
\end{equation}
which is again (\ref{result}).

The norm term now has a different reading. In the first derivation it came from the weight $F^2S_2$ of the excited states in $\psi$. Here it comes from the energy denominators $\Delta_n-W$: the field lowers the ground level, $W<0$, which widens the gaps and weakens the response.

\subsection{The oscillator, by level repulsion}

Let $\chi_n=\langle n|\chi\rangle$. For the oscillator the $Q$ equations for the first two components are
\begin{align}
(\hbar\omega-W)\chi_1-F\mu_{12}\chi_2&=F\mu_{10},\\
(2\hbar\omega-W)\chi_2-F\mu_{21}\chi_1-F\mu_{23}\chi_3&=0 .
\end{align}
Each step up the ladder costs a power of $F$, so $\chi_n=O(F^n)$. In the second equation $W\chi_2$ and $F\mu_{23}\chi_3$ are both $O(F^4)$, hence $\chi_2=F\mu_{21}\chi_1/(2\hbar\omega)+O(F^4)$. Inserting this in the first equation,
\begin{equation}
\left[\hbar\omega-W-\frac{F^2|\mu_{12}|^2}{2\hbar\omega}\right]\chi_1=F\mu_{10}+O(F^5).
\label{bracket}
\end{equation}
The reflection $x\to-x$ turns $F$ into $-F$, so $W$ is even in $F$ and $W=-F^2|\mu_{01}|^2/(\hbar\omega)+O(F^4)$. The bracket contains two corrections to $\hbar\omega$. The lowering of the ground level adds $F^2|\mu_{01}|^2/(\hbar\omega)$. The coupling of level 1 to level 2 subtracts $F^2\,2|\mu_{01}|^2/(2\hbar\omega)$, the same amount. Its denominator is $E_2-E_0$ because the equations are solved at the ground-state energy. It is not the shift of level 1 itself caused by level 2, which would have $E_2-E_1$. Therefore $\chi_1=F\mu_{10}/(\hbar\omega)+O(F^5)$, and
\begin{equation}
W=-F\mu_{01}\chi_1=-\frac{|\mu_{01}|^2}{\hbar\omega}F^2+O(F^6).
\end{equation}
There is no $F^4$ term, so $\gamma=0$.

For this well the whole function $E(F)$ can be found by completing the square:
\begin{equation}
\frac{m\omega^2x^2}{2}+eFx=\frac{m\omega^2}{2}\left(x+\frac{eF}{m\omega^2}\right)^2-\frac{e^2F^2}{2m\omega^2}.
\label{square}
\end{equation}
The field moves the well without changing its shape, so $E=\hbar\omega/2-e^2F^2/(2m\omega^2)$ for every $F$. This gives $\alpha=e^2/(m\omega^2)$ and no higher coefficient.

\section{What each derivation assumes}

The first derivation assumes from the start that the state has an expansion in powers of $F$, through $\phi_3$. In return it supplies the perturbed state order by order, and it shows that $\phi_2$ is enough for the fourth-order energy.

The second needs two things to reach (\ref{closed}): the perturbed state must overlap $|0\rangle$, and $D-FM-W$ must be invertible on the excited space. Equation (\ref{closed}) then holds at finite field, and with its $W$ the excited part of the state is $\chi=F(D-FM-W)^{-1}|g\rangle$. The power series enters afterwards, when the inverse is expanded.

Both were carried out for a nondegenerate ground state separated by a gap. If an excited level approaches $|0\rangle$ while its dipole coupling $\mu_{0n}$ stays finite, $\Delta_n\to0$ and both $S_1$ and $S_2$ diverge. A degenerate ground level lies outside these derivations. Both need finite sums. The operator $\mu$ is unbounded, but the gapped ground state of an atom, a molecule or a confining well decays at least exponentially, and the sums then converge. For the hydrogen atom, continuum included, the chain term is $12987/8$, the norm term is $1161/4$ and $\gamma=10665/8$ atomic units. In an atom or molecule $-\mu F$ falls without limit on one side, so an electron can tunnel out and the bound state becomes a resonance. The formulas then give the coefficients of an asymptotic series, useful when the field is weak.

The square (\ref{square}) assumes no weak field at all, but it requires a quadratic confining potential and a uniform field. It also works for several like particles in a common harmonic well when their interaction depends only on their separations, since shifting every coordinate by the same amount leaves that interaction unchanged. For an anharmonic confining potential the shift changes the shape of the well, so completing the square no longer gives $E(F)$ in closed form. The coefficients then come from (\ref{result}), from field derivatives of the computed energy, or, for weak anharmonicity, from the expansion of the next section.

\section{What anharmonicity leaves}

Let $k=m\omega^2$. Add $\kappa x^3+\lambda x^4$ to the well, with $\lambda>\kappa^2/2k$, and count $\lambda$ as second order in $\kappa$. The potential is $x^2(k/2+\kappa x+\lambda x^2)$, so this condition makes $x=0$ its lowest point. For $0<\lambda<\kappa^2/2k$ a deeper minimum lies at a distance of order $k/|\kappa|$; at weak anharmonicity the ground state sits there, and the results below do not describe it. Let $d=-eF/k$ and $x=y+d$. By (\ref{square}) the unperturbed problem is a harmonic oscillator in $y$, and the perturbation is $\kappa(y+d)^3+\lambda(y+d)^4$.

At first order in $\kappa$ the energy is $\kappa(3d\langle y^2\rangle+d^3)$. Its $F^3$ part, $\kappa d^3=-\kappa e^3F^3/k^3$, must equal $-\beta F^3/6$.

At second order, $\lambda\langle(y+d)^4\rangle$ contributes $\lambda d^4$ to the $F^4$ part. The cubic perturbation acts twice. Its operator pieces are $\kappa y^3$, $3\kappa dy^2$ and $3\kappa d^2y$, and only the last, taken with itself, gives $d^4$:
\begin{equation}
-\frac{(3\kappa d^2)^2y_{01}^2}{\hbar\omega}=-\frac{9\kappa^2d^4}{\hbar\omega}\,\frac{\hbar}{2m\omega}=-\frac{9\kappa^2d^4}{2k}.
\end{equation}
Setting $(\lambda-9\kappa^2/2k)d^4=-\gamma F^4/24$, the leading results are
\begin{equation}
\beta\simeq\frac{6\kappa e^3}{k^3},\qquad
\gamma\simeq\frac{24e^4}{k^4}\left(\frac{9\kappa^2}{2k}-\lambda\right).
\label{lead}
\end{equation}
They contain no $\hbar$. At this order a quartic stiffening contributes negatively to $\gamma$, and the leading $\gamma$ is negative when $\lambda>9\kappa^2/2k$. The cubic term exerts an extra force $-3\kappa d^2$ on the displaced electron, which relaxes and lowers its energy; at leading order this makes $\gamma$ more positive.

\section{A numerical example}

Take a model well with $\hbar\omega=4$ eV $=6.409\times10^{-12}$ erg. The length $\ell=\sqrt{\hbar/(m\omega)}$ is $1.380\times10^{-8}$ cm, so $x_{01}^2=\ell^2/2=9.525\times10^{-17}$ cm$^2$. The polarizability is $\alpha_{\rm h}=6.858\times10^{-24}$ cm$^3$. By (\ref{each}) each $\gamma$ term equals $6\alpha_{\rm h}^2/(\hbar\omega)$:
\begin{equation}
\frac{6\,(6.858\times10^{-24})^2}{6.409\times10^{-12}}=4.403\times10^{-35}\ {\rm cm^7/statC^2}.
\end{equation}
The sums over numerically computed states give this value for both terms, and they cancel to rounding error.

Now let $\kappa=0.03\,\hbar\omega/\ell^3=7.312\times10^{10}$ erg/cm$^3$ and $\lambda=0.01\,\hbar\omega/\ell^4=1.766\times10^{18}$ erg/cm$^4$. With $k=\hbar\omega/\ell^2=3.364\times10^4$ erg/cm$^2$ and $e^2/k^2=\alpha_{\rm h}/k=2.038\times10^{-28}$ cm$^5$/erg, (\ref{lead}) gives
\begin{align}
\beta&\simeq6\,(7.312\times10^{10})(2.038\times10^{-28})^{3/2}=1.28\times10^{-30}\ {\rm cm^5/statC},\\
\gamma&\simeq24\,(2.038\times10^{-28})^2(0.715-1.766)\times10^{18}=-1.05\times10^{-36}\ {\rm cm^7/statC^2}.
\end{align}
The full sums give $\beta=9.744\times10^{-31}$ cm$^5$/statC (112.8 atomic units) and $\gamma=-9.464\times10^{-37}$ cm$^7$/statC$^2$ ($-1879$ atomic units). Relative to these, the leading estimates are too large in magnitude by 31\% and 11\%. In the numerical check the ratios of full to leading values extrapolate to 1 as the anharmonicity is reduced, and the full values agree with field derivatives of the energy computed in a separate basis.

The two $\gamma$ terms are $3.826\times10^{-35}$ and $3.920\times10^{-35}$ cm$^7$/statC$^2$. Their difference is 2.4\% of the norm term, so an error of 1\% in the norm term alone would change $\gamma$ by about 41\%. Bare dipoles would give $\beta_{\rm bare}=1.792\times10^{-30}$ cm$^5$/statC, which is 84\% too large; the excess is the term in (\ref{bare}).

In a field of $2\times10^5$ statvolt/cm ($6\times10^7$ V/cm, above the static breakdown field of common dielectrics and chosen to make the fourth-order term visible in the model) the terms of (\ref{taylor}) from first to fourth order are $-34.100$, $-81.708$, $-0.811$ and $+0.039$ meV. Before rounding their sum is $-116.5803$ meV, and direct diagonalization gives $-116.5776$ meV. The remainder, $0.0027$ meV, is about 7\% of the fourth-order term.

\section*{Numbers as computed}
\begin{verbatim}
largest scaled error, random models: 1.4e-09
HARMONIC WELL
hbar*omega = 4.000 eV
hbar*omega = 6.40871e-12 erg
omega = 6.07707e+15 1/s
length l = 1.38021e-08 cm
x01^2 = 9.52496e-17 cm^2
x12^2 = 1.90499e-16 cm^2
alpha = 6.85780e-24 cm^3
gamma chain term = 4.40302e-35 cm^7/statC^2
gamma norm term  = 4.40302e-35 cm^7/statC^2
6e^4/(hbar m^2 w^5) = 4.40302e-35 cm^7/statC^2
|chain-norm|/norm = 5.9e-15
gamma, states 0-1 only = -4.40302e-35 cm^7/statC^2
|gamma|/norm, states 0-2 = 3.3e-15
strong field = 1.93340e+06 statV/cm
shift, diagonalized = -8.00000000 eV
shift, -alpha F^2/2 = -8.00000000 eV
ANHARMONIC WELL
kappa l^3/(hbar w) = 0.030
lambda l^4/(hbar w) = 0.010
kappa = 7.31227e+10 erg/cm^3
lambda = 1.76597e+18 erg/cm^4
mu00 = 2.73173e-19 statC cm
alpha = 6.54557e-24 cm^3
beta, sum over states = 9.74378e-31 cm^5/statC
beta, finite field    = 9.74378e-31 cm^5/statC
beta, bare dipoles    = 1.79240e-30 cm^5/statC
beta, leading formula = 1.27692e-30 cm^5/statC
beta = 112.7854 atomic units
gamma chain term = 3.82552e-35 cm^7/statC^2
gamma norm term  = 3.92016e-35 cm^7/statC^2
gamma, sum over states = -9.46447e-37 cm^7/statC^2
gamma, finite field    = -9.46447e-37 cm^7/statC^2
gamma, leading formula = -1.04792e-36 cm^7/statC^2
gamma = -1879.1035 atomic units
gamma/norm term = -0.02414
weak-limit ratio, beta = 0.999999
weak-limit ratio, gamma = 1.000002
LEVEL SHIFT OF THE ANHARMONIC WELL
field = 2.000e+05 statV/cm
order 1 term = -34.10028 meV
order 2 term = -81.70849 meV
order 3 term = -0.81088 meV
order 4 term = 0.03938 meV
sum of four orders = -116.58027 meV
direct diagonalization = -116.57756 meV
\end{verbatim}
